# Poole-Frenkel and Schottky barrier lowering: a guided comparison

An insulating film carries a small current when electrons are lifted by heat into its conduction band. They may come from traps inside the film or from the electrode. A field that pulls electrons out of the electrode lowers the barrier there, and a field also lowers the barrier of a trap that is positively charged when empty. This problem compares the two lowerings at the same field and in the same medium.

The film is a uniform, linear medium of permittivity \(\varepsilon=\varepsilon_r\varepsilon_0\). The field has magnitude \(F>0\) and is directed so that the force on an electron is \(eF\) along \(+x\), with \(e>0\). The applied part of the electron's potential energy is therefore \(-eFx\). Electron energies are measured from the conduction-band edge without a field, and

\[
A=\frac{e^2}{4\pi\varepsilon}
\]

denotes the Coulomb strength, an energy times a length.

**(a) A trap is neutral when it holds its electron and has charge \(+e\) when it is empty. Its level lies at \(-\phi_t\). Find the top of the barrier in the direction of the applied force, and the amount by which the field lowers it.**

Put the trap at the origin, where the applied potential is taken as zero. Once the electron has left the core of the trap, it is attracted by a charge \(+e\) that stays in place. At distance \(r\) its potential energy is

\[
V=-\frac{A}{r}-eFx .
\]

On the forward axis \(r=x>0\), so

\[
V(x)=-\frac{A}{x}-eFx,\qquad
\frac{dV}{dx}=\frac{A}{x^2}-eF .
\]

The derivative vanishes where the trap's attraction balances the applied force:

\[
\frac{A}{x^2}=eF
\quad\Longrightarrow\quad
x_{PF}=\sqrt{\frac{A}{eF}} .
\]

The second derivative, \(-2A/x^3\), is negative, so this point is a maximum. There the two terms of \(V\) are

\[
-\frac{A}{x_{PF}}=-A\sqrt{\frac{eF}{A}}=-\sqrt{AeF},
\qquad
-eFx_{PF}=-eF\sqrt{\frac{A}{eF}}=-\sqrt{AeF}.
\]

They are equal, and their sum is \(-2\sqrt{AeF}\). Without a field the electron had to reach the band edge at zero energy. The Poole-Frenkel lowering is thus

\[
\Delta_{PF}=0-\left(-2\sqrt{AeF}\right)=2\sqrt{AeF}
=\sqrt{\frac{e^3F}{\pi\varepsilon}} .
\]

The last form follows from \(4AeF=4e^3F/(4\pi\varepsilon)\).

If the trap level stays at \(-\phi_t\), the remaining barrier is \(\phi_t-\Delta_{PF}\). The result requires \(x_{PF}\) to lie outside the trap core, where the potential is Coulombic, and \(\Delta_{PF}<\phi_t\). It also depends on the charge of the empty trap. A trap that is neutral when empty does not attract the departing electron through \(-A/r\), and this derivation does not apply to it.

**(b) The electron can move in three dimensions. Show that no path around the point found in (a) has a lower top.**

Let \(\theta\) be the angle between the electron's position vector and the \(x\) axis. Then \(x=r\cos\theta\), and because \(\cos\theta\le 1\),

\[
V=-\frac{A}{r}-eFr\cos\theta\;\ge\;-\frac{A}{r}-eFr .
\]

On the sphere \(r=x_{PF}\) the right-hand side equals \(-2\sqrt{AeF}\). A path from the trap to a distant point must cross this sphere, so its highest energy is at least \(-2\sqrt{AeF}\). The straight path along \(+x\) has this value as its highest energy. It therefore passes over the lowest possible barrier.

The point is a saddle. Along the field the curvature is \(-2A/x_{PF}^3\). For a small sideways displacement \(\rho\) at fixed \(x=x_{PF}\),

\[
r=\sqrt{x_{PF}^2+\rho^2}\simeq x_{PF}+\frac{\rho^2}{2x_{PF}},
\qquad
-\frac{A}{r}\simeq-\frac{A}{x_{PF}}+\frac{A\rho^2}{2x_{PF}^3},
\]

while \(-eFx\) does not change. The sideways curvature is \(+A/x_{PF}^3\), so the energy rises on either side of the axis.

**(c) Now let the electron leave a flat, perfectly conducting electrode that fills \(x<0\). Find its energy of attraction to the electrode when no field is applied.**

An electron at distance \(x\) draws positive charge to the metal surface. The potential in the film must satisfy Poisson's equation with the electron as source, and must vanish on the surface. Both conditions are met by the potential of the electron together with that of a fictitious charge \(+e\) at \(-x\): each point of the surface is equally far from the two charges, so their potentials cancel there. Since the boundary condition fixes the solution, this is the potential in the film.

The surface charge follows from the normal field. At radius \(\rho\) on the surface, both charges are at distance \(s=\sqrt{\rho^2+x^2}\), and each contributes a field component \(ex/(4\pi\varepsilon s^3)\) along \(+x\). The field inside the metal is zero, so the surface charge density is

\[
\sigma=\varepsilon\,\frac{2ex}{4\pi\varepsilon s^3}
=\frac{ex}{2\pi(\rho^2+x^2)^{3/2}} .
\]

A ring of this charge attracts the electron. By symmetry the sideways forces cancel, and the component towards the metal has the factor \(x/s\). The total attraction is

\[
f(x)=\int_0^\infty
\frac{e\,\sigma\,2\pi\rho}{4\pi\varepsilon s^2}\,\frac{x}{s}\,d\rho
=Ax^2\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+x^2)^3}.
\]

With \(w=\rho^2+x^2\) and \(dw=2\rho\,d\rho\), the integral is

\[
\frac12\int_{x^2}^{\infty}\frac{dw}{w^3}=\frac{1}{4x^4},
\qquad\text{so}\qquad
f(x)=\frac{A}{4x^2}=\frac{A}{(2x)^2}.
\]

This is the force between two charges a distance \(2x\) apart, as the fictitious charge suggests.

The energy is minus the work needed to carry the electron from \(x\) to infinity:

\[
U(x)=-\int_x^\infty\frac{A}{4x'^2}\,dx'=-\frac{A}{4x}.
\]

A real, fixed charge \(+e\) at distance \(2x\) would give \(-A/(2x)\), which is twice as large. The difference arises during the removal. When the electron has reached \(x'\), its distance from a fixed charge at \(-x\) would be \(x'+x\), but its distance from the image is \(2x'\). For \(x'>x\) the image is farther away and pulls less strongly, so less work is needed.

**(d) Find the lowering of the electrode barrier in the field \(F\), and compare it with that of the trap at the same \(F\) and \(\varepsilon\).**

Take the applied potential as zero at the electrode surface. The electron's energy is

\[
V_S(x)=-\frac{A}{4x}-eFx .
\]

Setting the derivative to zero gives

\[
\frac{A}{4x^2}-eF=0
\quad\Longrightarrow\quad
x_S=\frac12\sqrt{\frac{A}{eF}}=\frac{x_{PF}}{2}.
\]

The two terms at this point are

\[
-\frac{A}{4x_S}=-\frac12\sqrt{AeF},\qquad
-eFx_S=-\frac12\sqrt{AeF}.
\]

The top is at \(-\sqrt{AeF}\), so the Schottky lowering is

\[
\Delta_S=\sqrt{AeF}=\sqrt{\frac{e^3F}{4\pi\varepsilon}},
\qquad
\frac{\Delta_{PF}}{\Delta_S}=\frac{2\sqrt{AeF}}{\sqrt{AeF}}=2 .
\]

The Poole-Frenkel lowering is twice the planar Schottky lowering. To trace the factor, consider an attraction \(-B/x\) of any strength \(B\). The steps of (a) give a lowering \(2\sqrt{BeF}\). The trap has \(B=A\) and the electrode has \(B=A/4\), and the square root turns the factor four in strength into a factor two in energy. Of that factor four, one factor two comes from the separation \(2x\) and the other from the induced charge, which changes as the electron moves. If the second were omitted, \(B=A/2\) would give the false ratio \(\sqrt2\approx1.414\).

The comparison has a consequence for reading data. A current carried by drift in the film also contains a factor \(F\), which must be divided out first. Suppose that the logarithm of what remains is found to grow as \(\beta\sqrt F/(kT)\), and that \(\beta\sqrt F\) is taken to be the full lowering. The two mechanisms then imply

\[
\varepsilon_{PF}=\frac{e^3}{\pi\beta^2},\qquad
\varepsilon_S=\frac{e^3}{4\pi\beta^2}.
\]

For the same \(\beta\), the inferred permittivities differ by a factor four. The same \(\beta\) applies only if the factor \(F\) is treated alike in both readings. Emission from the electrode that is not limited by drift has no such factor, so the Schottky value is then read from the logarithm of the current and the Poole-Frenkel value from the logarithm of the current divided by \(F\). The division lowers the slope against \(\sqrt F\) by \(2/\sqrt F\). For such a Schottky current in the example of (e), where \(\Delta_S/kT\approx3.5\), the slope falls from \(3.5/\sqrt F\) to \(1.5/\sqrt F\), and the two inferred values differ by a factor of about 20. An independent value of \(\varepsilon\) can help to choose between the mechanisms, provided that the exponent does contain the full lowering. Part (f) gives a case where it does not.

**(e) Evaluate both lowerings for \(\varepsilon_r=5\), a field of 0.5 MV/cm and a temperature of 400 K. The trap depth is 0.8 eV and the electrode barrier \(\phi_m\) is 1.0 eV, both without a field.**

The Coulomb strength is \(A=0.288\) eV nm. Since 1 MV/cm is 0.1 V/nm, the force is \(eF=0.05\) eV/nm. Hence

\[
x_{PF}=\sqrt{\frac{0.288}{0.05}}\ \text{nm}=2.4\ \text{nm},
\qquad
x_S=1.2\ \text{nm},
\]

\[
\Delta_{PF}=2\sqrt{0.288\times0.05}\ \text{eV}=0.24\ \text{eV},
\qquad
\Delta_S=0.12\ \text{eV}.
\]

In atomic units these lowerings are 0.0088 and 0.0044 hartree. The remaining barriers are \(0.80-0.24=0.56\) eV for the trap and \(1.00-0.12=0.88\) eV for the electrode.

The result of (b) was also tested without assuming a path. On a grid around the trap, the lowest energy was sought at which the region near the trap connects with the region far away along \(+x\). It came out at \(-0.24\) eV, in agreement with \(-\Delta_{PF}\).

With \(kT=0.03447\) eV, the ideal Boltzmann factors gained from the field are

\[
e^{\Delta_{PF}/kT}=e^{0.24/0.03447}\approx1056,
\qquad
e^{\Delta_S/kT}\approx32.5 .
\]

The first is the square of the second, because its exponent is twice as large. These are gains relative to the same process without a field. They do not say which process carries more current, since that also depends on the remaining barriers, the number of filled traps and the prefactors.

**(f) Why need the current from traps not grow by the full factor \(e^{\Delta_{PF}/kT}\)? Examine the direction of escape and the balance between release and capture.**

*Direction.* The planar barrier is the same at each point of the electrode, but the trap barrier is lowest in one direction. Suppose, as a simple model, that electrons leave along straight rays. For \(\theta<90^\circ\) the force along a ray is \(eF\cos\theta\), so the lowering is \(\Delta_{PF}\sqrt{\cos\theta}\). In the backward half the model assumes no gain. Let \(\gamma=\Delta_{PF}/kT\) and \(u=\cos\theta\). A fraction \(du/2\) of all directions lies in the interval \(du\), and the mean gain is

\[
G=\frac12+\frac12\int_0^1e^{\gamma\sqrt u}\,du .
\]

Substitute \(u=q^2\), \(du=2q\,dq\), and integrate by parts:

\[
\frac12\int_0^1e^{\gamma\sqrt u}du
=\int_0^1q\,e^{\gamma q}dq
=\left[\frac{q\,e^{\gamma q}}{\gamma}-\frac{e^{\gamma q}}{\gamma^2}\right]_0^1
=\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.
\]

Therefore

\[
G=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.
\]

For small \(\gamma\), expansion of the exponential gives \(G\simeq1+\gamma/3\), which tends to one without a field, as it must. For large \(\gamma\), \(G\simeq e^\gamma/\gamma\): the favourable directions form a narrowing cone around the axis. In the example \(\gamma\approx6.96\) and \(G\approx130\), about one eighth of the axial gain of 1056. The barrier at the saddle is still lowered by 0.24 eV; the averaging changes the rate.

*Balance.* Let \(N\) be the density of filled traps, \(N_+\) that of empty ones and \(n\) that of free electrons. In a steady state, with release and capture dominant,

\[
N\,r_0\,e^{\Delta_{PF}/kT}=c\,n\,N_+ ,
\]

where \(r_0\) is the release rate without a field and \(c\) the capture coefficient. Take \(c\) as independent of the field and let few traps be empty, so that \(N\) is nearly constant. If other defects fix \(N_+\), then \(n\propto e^{\Delta_{PF}/kT}\). If each free electron leaves one empty trap and there are no others, \(N_+=n\), and

\[
n^2\propto e^{\Delta_{PF}/kT}
\quad\Longrightarrow\quad
n\propto e^{\Delta_{PF}/(2kT)}=e^{\Delta_S/kT}.
\]

In this second case the carrier density depends on the field as Schottky emission does, although each trap barrier falls by twice as much. The factor two is a statement about barriers, and the slope of a current plot need not show it.

**(g) At what fields would the classical barriers vanish? For the example, how large are the main effects that the derivation leaves out?**

*Vanishing barriers.* For the trap, \(2\sqrt{AeF}=\phi_t\) gives \(eF=\phi_t^2/(4A)\), which corresponds to 5.6 MV/cm. For the electrode, \(\sqrt{AeF}=\phi_m\) gives \(eF=\phi_m^2/A\), or 35 MV/cm. Both exceed the rough breakdown field of 4 MV/cm assumed here for the film, so neither limit would be reached. Both values are formal: the barrier tops would lie at 0.72 nm and 0.14 nm, close to the trap core and to atomic distances, and tunnelling takes over at lower fields. The field of the example is one eighth of that breakdown value.

*Tunnelling.* An electron with energy \(\delta\) below the top can pass through the barrier. Near the top the barrier is an inverted parabola, with the energy quantum

\[
\hbar\omega=\hbar\sqrt{\frac{2A}{m\,x_{PF}^3}}
\]

for the trap. With a rough effective mass \(m\) of 0.3 electron masses this is 0.103 eV. For the electrode, \(A\) is replaced by \(A/4\) and \(x_{PF}\) by \(x_{PF}/2\). The curvature doubles, and the quantum rises by a factor \(\sqrt2\) to 0.145 eV.

Transmission below the top falls roughly as \(e^{-2\pi\delta/\hbar\omega}\), while the thermal population grows as \(e^{\delta/kT}\). Escape near the top dominates if \(kT>\hbar\omega/(2\pi)\), that is, above about 190 K for the trap and 270 K for the electrode. At 400 K and 0.5 MV/cm both conditions hold. Since \(\hbar\omega\propto F^{3/4}\), they fail at 400 K above about 1.35 MV/cm for the trap and 0.85 MV/cm for the electrode. A WKB estimate that weights the transmission with the thermal population raises the emission rates by factors 1.44 and 1.93; these change by about 1% with the way the transmission is continued above the top. These equal extra lowerings of about 0.013 and 0.023 eV, or 5% and 19% of the respective classical values. The estimate follows the field axis and treats the trap's energies as a continuum. For the trap this is a strong assumption. The Coulomb attraction alone binds its lowest state at \(-mA^2/(2\hbar^2)=-0.16\) eV, and with a short-range core that puts the ground level at \(-0.8\) eV the next level without a field lies near \(-0.07\) eV, above the saddle at \(-0.24\) eV. The thermal wavelength, about 7 nm, also exceeds \(x_{PF}\). The trap factor is therefore only indicative. It also leaves out the reflection of the electron wave by the steep attraction close to the trap or the electrode. Reflection lowers the rates and can offset the gain or even outweigh it, so the factors show the size of tunnelling alone and not the size or sign of the net correction. If these amounts alone are counted as lowering, the ratio becomes about \(0.253/0.143\approx1.8\).

*Screening.* The value \(\varepsilon_r=5\) describes the response of the electrons in the film. If the ions also had time to respond, a rough static value of 25 would apply. Both lowerings vary as \(\varepsilon^{-1/2}\) and would shrink by \(\sqrt5\), to 0.107 and 0.054 eV, with the ratio unchanged. Without collisions, an electron at the thermal speed \(\sqrt{kT/m}\) covers \(x_{PF}\) in about 17 fs and \(x_S\) in about 8 fs. For a rough lattice period of 50 fs, the ions respond on a time of about \(50\ \text{fs}/(2\pi)\approx8\) fs. The crossing times are about two times and one time this value, so the ions can respond in part even without collisions, and more so for the trap than for the electrode. Moreover, a free flight of 17 fs corresponds to a mobility of about 100 cm²/(V s). In a film of much lower mobility, collisions can make the crossing longer than a lattice period, so the optical value is an assumption here. If the two processes were screened differently, the condition of equal permittivity would fail, and so would the ratio.

*Neighbouring charge.* At a trap density of \(10^{18}\ \text{cm}^{-3}\), traps on a regular cubic lattice would be 10 nm apart. One empty neighbour at that distance along \(+x\) lowers the trap barrier by a further 0.009 eV, about 4% of \(\Delta_{PF}\). This includes the neighbour's shift of the trap level itself. Randomly placed traps often have closer neighbours, and an empty one in the same direction then has a larger effect.

*Shift of the trap level.* The bound state decays over a length of about \(\hbar/\sqrt{2m\phi_t}=0.40\) nm, across which the field energy changes by 0.020 eV. In a trap with inversion symmetry and a nondegenerate level, the first-order shift vanishes. The second-order scale is \((0.020\ \text{eV})^2/(0.8\ \text{eV})\approx0.0005\) eV, which is negligible here. Without that symmetry, a shift of the order of 0.02 eV is possible.

*The real case.* The parameters are rough values for the regime of a tantalum pentoxide capacitor film at a high working temperature. Trap depth, electrode barrier and trap density depend on how a film is made, and the positive charge of the empty trap is an assumption. Real films also break the assumption of a uniform field, because trapped charge and rough electrodes change it locally. Since both lowerings vary as \(\sqrt F\), a local field 10% above the mean raises each by about 5%, or 0.012 eV for the trap and 0.006 eV for the electrode. The ratio of two holds when both barriers are compared at the same local field, provided that the electrode is flat and the field uniform over the width of the barrier. On a hemispherical bump the image attraction and the decay of the field both change: at the same apex field of 0.5 MV/cm the Schottky lowering is about 0.101 eV for a radius of 5 nm and 0.110 eV for 10 nm, which gives ratios of about 2.4 and 2.2. The numerical output below lists the main values used here.

## Numbers as computed

```
Inputs: rough Ta2O5-film regime
optical relative permittivity: 5
static relative permittivity: 25
field: 0.5 MV/cm
temperature: 400 K
trap depth: 0.8 eV
electrode barrier: 1 eV
effective mass: 0.3 electron masses
trap density: 1e+18 cm^-3
rough breakdown field: 4 MV/cm
rough lattice period: 50 fs
Main results
Coulomb strength A: 0.288 eV nm
force eF: 0.05 eV/nm
thermal energy kT: 0.03447 eV
trap saddle distance: 2.4 nm
electrode barrier-top distance: 1.2 nm
Poole-Frenkel lowering: 0.24 eV
Schottky lowering: 0.12 eV
Poole-Frenkel lowering, converted: 0.00882 hartree
Schottky lowering, converted: 0.00441 hartree
ratio of lowerings: 2
ratio if image half is forgotten: 1.414
3D pass energy from grid search: -0.24 eV
remaining trap barrier: 0.56 eV
remaining electrode barrier: 0.88 eV
ideal Boltzmann gain, trap: 1056
ideal Boltzmann gain, electrode: 32.5
Limits and neglected effects
field where trap barrier vanishes: 5.556 MV/cm
field where electrode barrier vanishes: 34.72 MV/cm
field / breakdown field: 0.125
ray-averaged trap gain: 130.5
barrier quantum, trap: 0.1029 eV
barrier quantum, electrode: 0.1455 eV
tunnelling rate factor, trap: 1.44
tunnelling rate factor, electrode: 1.93
equivalent extra lowering, trap: 0.0125 eV
equivalent extra lowering, electrode: 0.0226 eV
Poole-Frenkel lowering, static screening: 0.1073 eV
Schottky lowering, static screening: 0.05366 eV
thermal transit time to trap saddle: 16.9 fs
thermal transit time to electrode top: 8.44 fs
mean trap spacing: 10 nm
barrier change from empty neighbour: -0.00882 eV
bound-state decay length: 0.398 nm
field energy across decay length: 0.0199 eV
second-order level-shift scale: 0.0005 eV
```
